# Oxygen tracer diffusivity and vacancy diffusivity in a memory oxide: a program that tests the result

```python
"""
Result under test: D_tracer / D_vacancy = f * c for oxygen on a simple cubic
lattice, where c is the vacant site fraction and f the correlation factor,
    f = (1 + t)/(1 - t),   t = -w_x * [g(0,0,0) - g(2,0,0)].
w_x: exchange rate of a vacancy with one neighbour along x; s: site spacing;
D_vacancy = w_x s^2 along x; t: mean cosine of successive tracer hops;
g: time-integrated probability of a free vacancy walk (lattice Green function).
Reduced units w = s = 1 are used in the tests, SI units in the example.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import ive


def green(site, rates=(1.0, 1.0, 1.0)):
    """Time integral of the probability that a free walk is at 'site'."""
    def probability(time):
        value = 1.0
        for n, rate in zip(site, rates):
            value *= ive(n, 2 * rate * time)
        return value
    early = quad(probability, 0, 1, epsabs=1e-11)[0]
    # time = 1/y^2 makes the slow algebraic tail smooth
    late = quad(lambda y: 2 * probability(y**-2) / y**3, 0, 1,
                epsabs=1e-10, limit=200)[0]
    return early + late


def factor_from_cosine(t):
    return (1 + t) / (1 - t)


def mean_cosine(rates=(1.0, 1.0, 1.0)):
    return -rates[0] * (green((0, 0, 0), rates) - green((2, 0, 0), rates))


def box_factor(edge, rates):
    """Same correlation formula for a periodic box holding one vacancy."""
    k = 2 * np.pi * np.arange(edge) / edge
    kx, ky, kz = np.meshgrid(k, k, k, indexing="ij")
    decay = 2 * (rates[0] * (1 - np.cos(kx)) + rates[1] * (1 - np.cos(ky))
                 + rates[2] * (1 - np.cos(kz)))
    decay[0, 0, 0] = 1.0  # numerator vanishes there
    t = -rates[0] * np.mean((1 - np.cos(2 * kx)) / decay)
    return factor_from_cosine(t)


def master_equation_diffusivity(edge, rates, exchange=1.0, q=0.01):
    """Tracer diffusivity along x from the full vacancy-tracer generator."""
    size = edge**3
    generator = np.zeros((size, size), dtype=complex)
    for start in range(1, size):
        r = np.array(np.unravel_index(start, (edge,) * 3))
        for axis in range(3):
            for sign in (1, -1):
                step = np.zeros(3, dtype=int)
                step[axis] = sign
                new = (r + step) % edge
                rate, phase = rates[axis], 1.0
                if not new.any():  # vacancy and tracer change places
                    new = step % edge
                    rate *= exchange
                    phase = np.exp(-1j * q * step[0])
                end = np.ravel_multi_index(tuple(new), (edge,) * 3)
                generator[end, start] += rate * phase
                generator[start, start] -= rate
    return -np.linalg.eigvalsh(generator[1:, 1:])[-1] / q**2


def monte_carlo(edge, n_vac, windows, rng):
    """Many vacancies: returns D_tracer/(c D_v) and hop rate/(6 w c)."""
    n = edge**3
    xyz = np.array(np.unravel_index(np.arange(n), (edge,) * 3))
    neighbour = []
    for axis in range(3):
        for sign in (1, -1):
            moved = xyz.copy()
            moved[axis] = (moved[axis] + sign) % edge
            neighbour.append(
                np.ravel_multi_index(tuple(moved), (edge,) * 3).tolist())
    vacancies = rng.permutation(n)[:n_vac].tolist()
    occupant = list(range(n))
    for site in vacancies:
        occupant[site] = -1
    attempts = 100 * n
    square_sum, hop_sum = 0.0, 0
    for _ in range(windows):
        hops = [0] * (6 * n)
        picks = rng.integers(n_vac, size=attempts).tolist()
        directions = rng.integers(6, size=attempts).tolist()
        for v, d in zip(picks, directions):
            site = vacancies[v]
            target = neighbour[d][site]
            atom = occupant[target]
            if atom >= 0:
                occupant[site] = atom
                occupant[target] = -1
                vacancies[v] = target
                hops[6 * atom + d] += 1
        h = np.array(hops).reshape(n, 6)
        square_sum += np.sum((h[:, 0::2] - h[:, 1::2])**2)
        hop_sum += h.sum()
    atoms = n - n_vac
    time = windows * attempts / (6 * n_vac)
    c_seen = n_vac / (n - 1)
    return (square_sum / atoms / (6 * time) / c_seen,
            hop_sum / atoms / time / (6 * c_seen))


# --- Vacancy Fick law under exclusion: exact enumeration on a ring ---
ring, k_ring = 8, 2 * np.pi / 8
for state in combinations(range(ring), 3):
    mode = sum(np.exp(1j * k_ring * j) for j in state)
    change = 0
    for j in state:
        for m in (1, -1):
            if (j + m) % ring not in state:
                change += np.exp(1j * k_ring * (j + m)) - np.exp(1j * k_ring * j)
    assert abs(change + 2 * (1 - np.cos(k_ring)) * mode) < 1e-12

# --- Correlation factor and return probabilities from Green functions ---
g0, g2, g11 = green((0, 0, 0)), green((2, 0, 0)), green((1, 1, 0))
t_cos = mean_cosine()
f0 = factor_from_cosine(t_cos)
p_return = 1 - 1 / (6 * g0)
dipole, quadrupole = g0 - g2, g0 + g2 - 2 * g11
p_back = (p_return + 3 * dipole + 2 * quadrupole) / 6
p_on = (p_return - 3 * dipole + 2 * quadrupole) / 6
p_side = 4 * (p_return - quadrupole) / 6

# --- Same quantities by propagating the vacancy walk from its start ---
half = 12
o = half + 1
prob = np.zeros((2 * half + 3,) * 3)
prob[o - 1, o, o] = 1.0
walk_back = walk_on = walk_side = 0.0
for _ in range(3000):
    walk_back += prob[o - 1, o, o] / 6
    walk_on += prob[o + 1, o, o] / 6
    walk_side += (prob[o, o - 1, o] + prob[o, o + 1, o]
                  + prob[o, o, o - 1] + prob[o, o, o + 1]) / 6
    new = np.zeros_like(prob)
    new[1:-1, 1:-1, 1:-1] = (
        prob[2:, 1:-1, 1:-1] + prob[:-2, 1:-1, 1:-1]
        + prob[1:-1, 2:, 1:-1] + prob[1:-1, :-2, 1:-1]
        + prob[1:-1, 1:-1, 2:] + prob[1:-1, 1:-1, :-2]) / 6
    new[o, o, o] = 0.0  # the walk ends when the tracer is moved
    prob = new
assert abs((walk_on - walk_back) - t_cos) < 1e-3
# walkers lost at the box wall lower each single-site chance by about 0.003
assert abs(walk_back - p_back) < 0.006
assert abs(walk_on - p_on) < 0.006
assert abs(walk_side - p_side) < 0.02

# --- Tracer diffusivity from the master equation, one vacancy in a box ---
edge = 7
for rates in ((1.0, 1.0, 1.0), (0.15, 1.0, 1.0), (1.0, 1.0, 0.15)):
    direct = master_equation_diffusivity(edge, rates)
    predicted = rates[0] * box_factor(edge, rates) / (edge**3 - 1)
    assert abs(direct / predicted - 1) < 2e-4
    if rates == (1.0, 1.0, 1.0):
        box_ratio_direct, box_ratio_formula = direct, predicted


def altered_tracer(f, x):
    """Reduced tracer diffusivity if its exchange rate is x times w."""
    escape = 2 * f / (1 - f)
    return x * escape / (2 * x + escape)


direct = master_equation_diffusivity(edge, (1.0, 1.0, 1.0), exchange=0.5)
predicted = altered_tracer(box_factor(edge, (1.0,) * 3), 0.5) / (edge**3 - 1)
assert abs(direct / predicted - 1) < 2e-4

# --- Many vacancies: statistical error near 0.6 %, finite-c shift near 1 % ---
rng = np.random.default_rng(12345)
f_mc, hop_mc = monte_carlo(10, 10, 25, rng)
assert abs(hop_mc - 1) < 0.01
assert abs(f_mc / f0 - 1) < 0.04
f_dense, hop_dense = monte_carlo(10, 200, 12, rng)
assert abs(hop_dense - 1) < 0.01
assert f_dense > f0 + 0.03

# --- Worked example: rough regime of a hafnia memory film ---
e, kB = const.e, const.k
spacing, film = 0.255e-9, 10e-9
attempt, barrier, c = 1e13, 0.70, 1e-5
temperature, use_temperature = 600.0, 358.0
permittivity, field = 25.0, 1e8


def vacancy_diffusivity(T):
    return attempt * np.exp(-barrier * e / (kB * T)) * spacing**2


kT = kB * temperature
D_v = vacancy_diffusivity(temperature)
w = D_v / spacing**2
D_t = f0 * c * D_v
time_v, time_t = film**2 / (2 * D_v), film**2 / (2 * D_t)
hops_per_oxygen = 6 * w * c * time_v
assert abs(hops_per_oxygen / (3 * c * (film / spacing)**2) - 1) < 1e-12
D_v_use = vacancy_diffusivity(use_temperature)

# --- Sizes of neglected effects ---
slow = np.exp(-0.1 * e / kT)
f_fast_axis = factor_from_cosine(mean_cosine((1.0, 1.0, slow)))
f_slow_axis = factor_from_cosine(mean_cosine((slow, 1.0, 1.0)))
mass_ratio = 15.995 / 17.999
isotope = altered_tracer(f0, np.sqrt(mass_ratio)) / f0
finite_c = (f_dense - f0) / 0.2 * c / f0
n_v = c / spacing**3
eps = permittivity * const.epsilon_0
vac_distance = n_v**(-1 / 3)
repulsion = (2 * e)**2 / (4 * np.pi * eps * vac_distance)


def coupled_ratio(length):
    """Slow relaxation over D_v k^2, vacancies (+2) with mobile electrons."""
    k = np.pi / length
    charge = np.array([2.0, -1.0])
    density = np.array([n_v, 2 * n_v])
    mobility = np.array([1.0, 1e5])  # electrons far faster than vacancies
    coupling = e**2 / (eps * kT * k**2)
    matrix = np.diag(mobility) + coupling * np.outer(
        mobility * charge * density, charge)
    value = np.min(np.linalg.eigvals(matrix).real)
    formula = 1 + 4 * n_v / (2 * n_v + eps * kT * k**2 / e**2)
    assert abs(value / formula - 1) < 1e-3
    return value


coupled_film, coupled_long = coupled_ratio(film), coupled_ratio(1e-6)
assert abs(coupled_long - 3) < 0.01
bias = 2 * e * field * spacing / (2 * kT)
drift_excess = np.sinh(bias) / bias

cm2 = 1e4
print(f"Green function 6w*g(0,0,0): {6*g0:.6f}")
print(f"Green function 6w*g(2,0,0): {6*g2:.6f}")
print(f"Green function 6w*g(1,1,0): {6*g11:.6f}")
print(f"mean cosine t: {t_cos:.6f}")
print(f"correlation factor f (c -> 0): {f0:.6f}")
print(f"same vacancy next reverses tracer, probability: {p_back:.4f}")
print(f"same vacancy next pushes tracer on, probability: {p_on:.4f}")
print(f"same vacancy next moves tracer sideways: {p_side:.4f}")
print(f"same vacancy never returns, probability: {1-p_return:.4f}")
print(f"propagated walk, mean cosine: {walk_on-walk_back:.5f}")
print(f"7x7x7 box, D*/D_v from master equation: {box_ratio_direct:.6e}")
print(f"7x7x7 box, D*/D_v from formula: {box_ratio_formula:.6e}")
print(f"Monte Carlo f, 10 vacancies in 1000 sites: {f_mc:.3f}")
print(f"Monte Carlo f, 200 vacancies in 1000 sites: {f_dense:.3f}")
print(f"Monte Carlo hop rate/(6wc), 10 vacancies: {hop_mc:.4f}")
print(f"site spacing: {spacing*1e9:.3f} nm; film: {film*1e9:.0f} nm")
print(f"attempt frequency: {attempt/1e12:.0f} THz; barrier: {barrier:.2f} eV")
print(f"vacant site fraction c: {c:.1e}")
print(f"temperature: {temperature:.0f} K; kT: {kT/e:.4f} eV")
print(f"exchange rate w per neighbour: {w:.3e} 1/s")
print(f"vacancy hop rate 6w: {6*w:.3e} 1/s")
print(f"oxygen hop rate 6wc: {6*w*c:.3e} 1/s")
print(f"vacancy diffusivity: {D_v*cm2:.3e} cm2/s = {D_v:.3e} m2/s")
print(f"tracer diffusivity: {D_t*cm2:.3e} cm2/s = {D_t:.3e} m2/s")
print(f"ratio D*/D_v: {D_t/D_v:.3e}; inverse: {D_v/D_t:.3e}")
print(f"vacancy time for 10 nm rms along normal: {time_v*1e6:.2f} us")
print(f"tracer time for 10 nm rms along normal: {time_t:.2f} s")
print(f"mean hops per oxygen in that vacancy time: {hops_per_oxygen:.4f}")
print(f"vacancy diffusivity at {use_temperature:.0f} K: {D_v_use*cm2:.3e} cm2/s")
print(f"tracer diffusivity at {use_temperature:.0f} K, same c: "
      f"{f0*c*D_v_use*cm2:.3e} cm2/s")
print(f"one axis 0.1 eV higher, its rate ratio: {slow:.4f}")
print(f"  f along a fast axis: {f_fast_axis:.4f}")
print(f"  f along the slow axis: {f_slow_axis:.4f}")
print(f"oxygen-18 mass, D* multiplied by at least: {isotope:.4f}")
print(f"finite-c relative shift of f, estimate: {finite_c:.1e}")
print(f"relative permittivity: {permittivity:.0f}")
print(f"mean vacancy distance: {vac_distance*1e9:.2f} nm")
print(f"bare vacancy repulsion there: {repulsion/e:.4f} eV")
print(f"profile relaxation/D_v with electrons, 10 nm: {coupled_film:.3f}")
print(f"profile relaxation/D_v with electrons, 1 um: {coupled_long:.3f}")
print(f"drift over linear law at {field/1e8:.0f} MV/cm: {drift_excess:.4f}")
print("done: every assertion held")
```

It prints:

```
Green function 6w*g(0,0,0): 1.516386
Green function 6w*g(2,0,0): 0.257336
Green function 6w*g(1,1,0): 0.331149
mean cosine t: -0.209842
correlation factor f (c -> 0): 0.653109
same vacancy next reverses tracer, probability: 0.2234
same vacancy next pushes tracer on, probability: 0.0136
same vacancy next moves tracer sideways: 0.1035
same vacancy never returns, probability: 0.6595
propagated walk, mean cosine: -0.20979
7x7x7 box, D*/D_v from master equation: 1.918360e-03
7x7x7 box, D*/D_v from formula: 1.918376e-03
Monte Carlo f, 10 vacancies in 1000 sites: 0.661
Monte Carlo f, 200 vacancies in 1000 sites: 0.726
Monte Carlo hop rate/(6wc), 10 vacancies: 0.9999
site spacing: 0.255 nm; film: 10 nm
attempt frequency: 10 THz; barrier: 0.70 eV
vacant site fraction c: 1.0e-05
temperature: 600 K; kT: 0.0517 eV
exchange rate w per neighbour: 1.319e+07 1/s
vacancy hop rate 6w: 7.914e+07 1/s
oxygen hop rate 6wc: 7.914e+02 1/s
vacancy diffusivity: 8.577e-09 cm2/s = 8.577e-13 m2/s
tracer diffusivity: 5.602e-14 cm2/s = 5.602e-18 m2/s
ratio D*/D_v: 6.531e-06; inverse: 1.531e+05
vacancy time for 10 nm rms along normal: 58.29 us
tracer time for 10 nm rms along normal: 8.93 s
mean hops per oxygen in that vacancy time: 0.0461
vacancy diffusivity at 358 K: 9.094e-13 cm2/s
tracer diffusivity at 358 K, same c: 5.940e-18 cm2/s
one axis 0.1 eV higher, its rate ratio: 0.1446
  f along a fast axis: 0.5291
  f along the slow axis: 0.8958
oxygen-18 mass, D* multiplied by at least: 0.9618
finite-c relative shift of f, estimate: 5.5e-06
relative permittivity: 25
mean vacancy distance: 11.84 nm
bare vacancy repulsion there: 0.0195 eV
profile relaxation/D_v with electrons, 10 nm: 1.292
profile relaxation/D_v with electrons, 1 um: 2.999
drift over linear law at 1 MV/cm: 1.0410
done: every assertion held
```
